# Why smoothing along a line edge invalidates flat noise-floor subtraction

**Question.** The edge of a resist line is located row by row in a scanning electron image. Its roughness spectrum levels off at high frequency, and this plateau is subtracted as detection noise. Why does the subtraction fail if the image is first smoothed along the line?

## Where the flat floor comes from

Let the line run along $y$, with rows a distance $p$ apart, and let $r_j$ be the edge displacement in row $j$ of the noiseless image. Take the edge profile as a Gaussian-blurred step of unit contrast and blur $b$. A Gaussian filter of standard deviation $s_x$ across the line widens it to $w=\sqrt{b^2+s_x^2}$, because the variances of convolved Gaussians add. With $\Phi$ the cumulative normal distribution and $\nu_j$ the filtered pixel noise, the detected edge $e_j$ obeys

$$\Phi\!\left(\frac{e_j-r_j}{w}\right)+\nu_j=\frac12 .$$

For displacements small against $w$, $\Phi(u/w)\approx\frac12+u/(\sqrt{2\pi}\,w)$, so

$$e_j=r_j+n_j,\qquad n_j=-\sqrt{2\pi}\,w\,\nu_j .$$

If the pixel noise is independent with standard deviation $\sigma_I$, filtering with weights $g_k$ multiplies its variance by $\sum_k g_k^2$. For a Gaussian filter not narrower than about a pixel, the sum can be replaced by an integral:

$$\sum_k g_k^2\approx p\int\frac{e^{-x^2/s_x^2}}{2\pi s_x^2}\,dx=\frac{p}{2\sqrt\pi\,s_x},\qquad
\sigma_n=\sigma_I\sqrt{\frac{p}{2\sqrt\pi\,s_x}}\;\sqrt{2\pi}\,w .$$

I use the two-sided spectrum of a covariance $C(d)$ at a separation of $d$ rows,

$$P(f)=p\sum_d C(d)\,e^{-2\pi i f d p},\qquad \int_{-1/2p}^{1/2p}P\,df=C(0).$$

Noise that is independent between rows has $C(d)=0$ for $d\neq0$, hence $P_n=p\sigma_n^2$ at every frequency. The floor is flat because neighbouring rows share no noise. Roughness and noise are uncorrelated, so the measured spectrum is $P_r+P_n$.

For the roughness, take $C(d)=\sigma_r^2a^{|d|}$ with $a=e^{-p/\xi}$ and correlation length $\xi$. Summing the two geometric series gives

$$P_r(f)=p\sigma_r^2\,\frac{1-a^2}{1-2a\cos(2\pi fp)+a^2}.$$

This falls with frequency but does not vanish at the band edge. In this model, which has no blur along the line, flat subtraction therefore removes a little roughness even from an unsmoothed image.

## What smoothing along the line changes

Smoothing along $y$ gives neighbouring rows common noise. Let the weights $g_k$ now belong to a Gaussian of standard deviation $s$ along $y$, with $\sum_kg_k=1$. The edge $e'_j$ of the smoothed image satisfies

$$\sum_k g_k\left[\Phi\!\left(\frac{e'_j-r_{j-k}}{w}\right)+\nu_{j-k}\right]=\frac12 .$$

Linearizing each term and multiplying by $\sqrt{2\pi}\,w$ gives $\sum_kg_k(e'_j-r_{j-k}-n_{j-k})=0$, or

$$e'_j=\sum_k g_k\,(r_{j-k}+n_{j-k}).$$

To first order, averaging intensities averages edge positions. What must be small against $w$ is the spread of edge positions within the kernel; a displacement common to all those rows does no harm. The noise must also vary little across that spread, since the smoothed image has one common crossing point for rows that each had their own.

The covariance of the averaged positions is $C'(d)=\sum_{k,l}g_kg_lC(d-k+l)$. Inserted in the definition of $P$, the double sum factorizes into $|H|^2P$, where

$$H(f)=\sum_kg_ke^{-2\pi ifkp}\approx\int\frac{e^{-y^2/2s^2}}{\sqrt{2\pi}\,s}\,e^{-2\pi ify}\,dy .$$

Completing the square,

$$-\frac{y^2}{2s^2}-2\pi ify=-\frac{(y+2\pi ifs^2)^2}{2s^2}-2\pi^2s^2f^2 ,$$

and the remaining Gaussian integrates to one. Therefore

$$H=e^{-2\pi^2s^2f^2},\qquad P'(f)=e^{-4\pi^2s^2f^2}\,\bigl[P_r(f)+P_n\bigr].$$

Sampling adds copies of $H$ shifted by multiples of $1/p$. At the Nyquist frequency $1/2p$ two copies are equal and $H$ doubles, but it is already tiny there for the smoothing used below.

## Why no constant can be subtracted

To recover $P_r$ from $P'$, one would have to subtract

$$F(f)=P'-P_r=|H|^2P_n-(1-|H|^2)P_r .$$

The first term is the noise that survived; the second is the roughness that was lost. At $f=0$, $H=1$ and $F=P_n$. If $F$ were constant it would equal $P_n$ everywhere, which requires

$$(1-|H|^2)(P_r+P_n)=0 .$$

The second factor is positive, so $|H|^2$ would have to be one at all frequencies. For $s>0$ it is not.

The floor that is read in practice makes matters worse. It is taken at high frequency, where the filter has removed nearly everything, so almost nothing is subtracted. The noise at low frequency, which the filter barely touched, stays in the result.

Smoothing across the line is different. It mixes pixels within one row and leaves the rows independent. It changes $\sigma_n$, and so the height of the floor, but not its flatness.

## The spectrum in numbers

Take $p=1$ nm, $\sigma_r=0.60$ nm, $\xi=20$ nm, $b=2.0$ nm, $s_x=3.0$ nm, $\sigma_I=0.25$ of the contrast and $s=1.5$ nm. The width is $w=3.606$ nm and the edge slope is $1/(\sqrt{2\pi}w)=0.1106$ per nm, so

$$\sigma_n=\frac{0.25}{0.1106}\sqrt{\frac{1}{2\sqrt\pi\times3.0}}\ \text{nm}=0.693\ \text{nm},\qquad P_n=0.480\ \text{nm}^3 .$$

| $f$ (1/nm) | $\lvert H\rvert^2$ | $P_r$ (nm³) | $P'$ (nm³) | $F$ (nm³) |
|---|---|---|---|---|
| 0.01 | 0.991 | 5.586 | 6.013 | +0.426 |
| 0.05 | 0.801 | 0.359 | 0.672 | +0.313 |
| 0.10 | 0.411 | 0.094 | 0.236 | +0.142 |
| 0.20 | 0.029 | 0.026 | 0.014 | −0.012 |

At $f=0.10$/nm, $P'=0.411\times(0.094+0.480)=0.236$ nm³, about 2.5 times the true roughness spectrum. At $0.20$/nm it is 44 % below the true value. The error changes sign at $0.176$/nm; beyond that, a correct "floor" would be negative.

Averaged over 0.4–0.5/nm, the unsmoothed spectrum gives a floor of 0.489 nm³, close to $P_n$. For the smoothed one the linear law gives $4.5\times10^{-8}$ nm³.

Sixty synthetic images of 2048 rows, with actual threshold detection, test the transfer law on roughness alone, noise alone and both together. In four bands from 0.01 to 0.2/nm the largest deviations from the law are 2.8 %, 2.4 % and 2.3 %. Smoothing the image and smoothing the detected edge give positions that differ by 0.046 nm rms.

The images also show which direction of smoothing matters. With the across-line filter alone, the ratio of mean noise power below 0.1/nm to that at 0.4–0.5/nm is 1.01. With smoothing along the line as well, it is $5.5\times10^5$. The linear law would make this second ratio several million, so the far tail in the images lies above the law. Products of small terms dropped in the linearization may be the cause; this is a conjecture. The tail is still negligible beside $P_n$.

## Two errors of opposite sign in the variance

Integrating $|H|^2P_n$ over frequency gives the retained noise variance. For $s$ not below about a pixel the limits can be taken to infinity:

$$p\sigma_n^2\int e^{-4\pi^2s^2f^2}df=\sigma_n^2\,\frac{p}{2\sqrt\pi\,s}.$$

For the roughness it is easier to work with the covariance. The Gaussian kernel correlated with itself is a Gaussian of variance $2s^2$, so for $p\ll\xi$ the retained variance is

$$\frac{\sigma_r^2}{s\sqrt\pi}\int_0^\infty e^{-y^2/4s^2-y/\xi}\,dy .$$

The exponent equals $-(y/2s+s/\xi)^2+s^2/\xi^2$. With $t=y/2s+s/\xi$ and $dy=2s\,dt$, this becomes

$$\sigma_r^2e^{s^2/\xi^2}\,\frac{2}{\sqrt\pi}\int_{s/\xi}^\infty e^{-t^2}dt=\sigma_r^2\,e^{s^2/\xi^2}\operatorname{erfc}(s/\xi).$$

Here the roughness keeps a fraction 0.921 of its variance and the noise a fraction 0.188:

$$0.9207\times0.3600+0.1881\times0.4800=0.3314+0.0903=0.4217\ \text{nm}^2 .$$

The apparent roughness is **0.65 nm**, 8 % above the true 0.60 nm. Without smoothing along the line, flat subtraction gives 0.592 nm, an error of −1.3 % that comes from the roughness left at the band edge.

The two errors can cancel. For small $s/\xi$, $e^{s^2/\xi^2}\operatorname{erfc}(s/\xi)\approx1-2s/(\sqrt\pi\,\xi)$. Equating lost roughness to retained noise,

$$\sigma_r^2\frac{2s}{\sqrt\pi\,\xi}=\sigma_n^2\frac{p}{2\sqrt\pi\,s}
\quad\Rightarrow\quad s^*=\frac{\sigma_n}{2\sigma_r}\sqrt{p\xi}.$$

This gives 2.58 nm; the full calculation gives 2.75 nm. The next term of the expansion, $+s^2/\xi^2$, reduces the loss of roughness and so moves the balance to longer smoothing. With everything else fixed, the error in apparent roughness is +15 % at $s=1$ nm, +4 % at 2 nm, −1 % at 3 nm and −11 % at 6 nm.

The small error at 3 nm does not mean that the spectrum is right. Doubling $s$ has the same effect on $|H|^2$ as doubling $f$, so at $f=0.10$/nm the filter now passes 0.029. The spectrum there is $0.0286\times0.574=0.016$ nm³, against a true 0.094 nm³. Excess power at low frequency makes up for the loss, and the sum hides both.

## Can the old floor be used instead?

One might measure $P_n$ on the unsmoothed image and subtract it from the smoothed spectrum. This removes noise that the filter has already taken out. The result is negative wherever $|H|^2(P_r+P_n)<P_n$, here above 0.065/nm, and the total variance becomes $0.422-0.480=-0.058$ nm².

The transfer law shows what to do: undo the filter before subtracting,

$$P_r=\frac{P'}{|H|^2}-P_n ,$$

with $P_n$ taken from the noise model. The floor of the unsmoothed image is only a rough substitute. It also contains the roughness left at the band edge, about 0.009 nm³, and an excess of about 4 % from the detector's nonlinearity (sized below), which falls to 1–2 % below 0.2/nm when the noise is smoothed before detection. Together these make the floor about 0.03 nm³ too high, which is 15 % of the mean roughness spectrum at 0.05–0.1/nm and a larger share at higher frequency. In the band 0.05–0.1/nm of the synthetic images, undoing the filter with the model value of $P_n$ gives a mean of 0.180 nm³, with a statistical scatter of about 0.008 nm³ for sixty images. The true law gives 0.183 nm³ and flat subtraction 0.409 nm³. One may also fit $|H|^2(P_r+P_n)$ to the data, or leave the image unsmoothed along $y$, provided the threshold can still be found reliably in each row.

The division works in a limited band. Where $P_r$ is small against $P_n$, the result is a small difference of large terms: at 0.20/nm an error of 2 % in $P'$ shifts it by 0.010 nm³, against a true value of 0.026 nm³. An error of that size is present even with the exact $P_n$ and a periodic record. The nonlinearity of threshold detection lifts the smoothed spectrum above the law by about 2 % near 0.2/nm and by more than 10 % at 0.25–0.3/nm. The recovered roughness spectrum is then about 10 % too high at 0.1–0.15/nm, about 30 % too high at 0.15–0.2/nm and about twice the true value at 0.2–0.25/nm, so in this example the division is useful only up to about 0.15/nm. The ends of the record set a further limit. A record of $N$ rows cut from a longer line has ends that do not match, and its expected untapered periodogram is

$$p\sum_{|d|<N}\left(1-\frac{|d|}{N}\right)C'(d)\cos(2\pi fdp).$$

At the Nyquist frequency the cosine is $(-1)^d$. The sum without the $|d|/N$ term is the nearly vanishing $P'$. In the other part $C'$ varies slowly from row to row, and the smoothly cut-off alternating sum $\sum_{d\ge1}(-1)^dd$ tends to $-\frac14$. What remains is

$$-\frac{2p}{N}\left(-\frac14\right)C'(0)=\frac{p\,C'(0)}{2N}=\frac{0.422}{4096}\ \text{nm}^3=1.03\times10^{-4}\ \text{nm}^3 ;$$

direct summation gives $1.05\times10^{-4}$ nm³. A floor read near the band edge of such a record would thus be leakage, still far below $P_n$. Leakage exceeds 10 % of the smoothed spectrum from 0.246/nm upward, and division by $|H|^2$ would amplify it.

## Blur by the beam is a different case

A finite beam also averages along $y$, but it does so before the detection noise arises. With $H_b$ the beam's transfer function, the spectrum is $|H_b|^2P_r+P_n$. The floor stays flat, and subtracting it leaves the beam-filtered roughness. A Gaussian beam blur of 2 nm along the line would remove 10 % of the roughness variance in this example. The numbers above leave it out: the blur $b$ acts only across the line. With a round 2 nm beam no roughness is left at the band edge, and flat subtraction of the unsmoothed image returns the imaged 0.568 nm. Smoothing with $s=1.5$ nm then gives 0.636 nm, 6 % above the true and 12 % above the imaged value, and the balance length drops to 2.4 nm. What invalidates the flat floor is a filter that mixes the noise of different rows.

## How the example compares with a real measurement

The parameters are round values in the rough regime of a fine resist line: a pixel of about a nanometre, roughness below a nanometre and a correlation length of tens of nanometres. The kept fraction of roughness and the formula for $s^*$ belong to the exponential covariance, whose kink makes the loss linear in $s$. An edge that is smoother at short range loses less: for a covariance $\sigma_r^2e^{-(|y|/\xi)^{2\alpha}}$ the error at $s=1.5$ nm rises to +10.5 % for $\alpha=0.75$ and +11 % for $\alpha=1$, and the balance length to 3.7 and 4.4 nm. A real edge often appears as a bright peak, not a simple step, which changes the slope that enters $\sigma_n$. Charging, drift and vibration can correlate the rows, and then the floor is not flat even before smoothing. These effects are not sized here.

The detector's nonlinearity is. Keeping the cubic term of $\Phi$, and treating the noise as constant near the crossing, the edge error becomes $n+n^3/6w^2$. Since $\langle n^4\rangle=3\sigma_n^4$, its variance rises by the relative amount $\sigma_n^2/w^2=3.7$ %; the images give 4.0 %. In an unsmoothed image this excess is white too, and flat subtraction removes it.

Statistical scatter is larger. Without detection noise, the relative standard deviation of the variance estimated from one edge of length $L=Np$ is $\sqrt{(2/N)\sum_da^{2|d|}}\approx\sqrt{2\xi/L}$, and half of that applies to $\sigma_r$: 7.0 % here. The 8 % bias could pass unnoticed on one edge, but averaging over many edges does not remove it. The sixty images give 0.607 nm unsmoothed and 0.662 nm smoothed, both about 2 % above the expected values. That is more than twice the 0.9 % scatter expected from the roughness alone. Both results come from the same edges, so a common upward fluctuation is a plausible cause, though not a demonstrated one. Their ratio, 1.09, agrees with the predicted 1.10. The remaining values are in the numerical output below.

## Computed values

```
pixel pitch 1.0 nm, rows 2048, images 60
true roughness sigma_r 0.60 nm, xi 20 nm
edge blur 2.0 nm, across-line filter 3.0 nm
pixel noise / contrast 0.25
smoothing along line s 1.5 nm
total edge width w 3.606 nm
edge slope 0.1106 contrast/nm
detection noise sigma_n 0.693 nm
white floor P_n 0.480 nm^3
sampled H / Gaussian H at Nyquist 2.000
f (1/nm), |H|^2, P_r, smoothed P', floor needed (nm^3):
  0.01  0.99116  5.5863  6.01266  +0.4264
  0.05  0.80086  0.3588  0.67176  +0.3130
  0.10  0.41137  0.0937  0.23601  +0.1423
  0.15  0.13553  0.0436  0.07096  +0.0274
  0.20  0.02864  0.0260  0.01449  -0.0115
  0.30  0.00034  0.0137  0.00017  -0.0136
floor read at 0.4-0.5 /nm, unsmoothed 0.4893 nm^3
same, smoothed 4.46e-08 nm^3
roughness variance kept, formula 0.9207
roughness variance kept, kernel sum 0.9223
noise variance kept, formula 0.1881
kept roughness 0.3314 nm^2
kept noise 0.0903 nm^2
s (nm), apparent roughness after flat subtraction (nm), error (%):
  0.0  0.5922  -1.3
  1.0  0.6903  +15.1
  1.5  0.6498  +8.3
  2.0  0.6252  +4.2
  3.0  0.5931  -1.2
  4.0  0.5704  -4.9
  6.0  0.5359  -10.7
image simulation, unsmoothed 0.6067 nm
image simulation, smoothed 0.6620 nm
balance length: first order 2.58 nm, full 2.75 nm
spectrum error changes sign at 0.176 /nm
old floor subtracted: negative above 0.065 /nm
old floor subtracted: variance -0.0583 nm^2
largest band deviation from law, roughness only: 2.8 %
largest band deviation from law, noise only: 2.4 %
largest band deviation from law, both: 2.3 %
noise low/high band ratio, across filter only 1.011
noise low/high band ratio, also along line 5.5e+05
rms difference, smooth-detect vs detect-smooth 0.046 nm
simulated mean P at 0.05-0.1 /nm: flat 0.409 nm^3
  filter undone 0.180, true law 0.183 nm^3
detector nonlinearity, noise variance: law 3.7 %, images 4.0 %
leakage at Nyquist: sum 1.05e-04, law 1.03e-04 nm^3
leakage exceeds 10 % of smoothed spectrum from 0.246 /nm
roughness variance lost to 2 nm beam blur along line 10.4 %
one-edge scatter of sigma_r: law 7.0 %, simulated 6.9 %
```
